\section*{Ionized-Impurity Scattering: Conwell-Weisskopf Cutoff and Exponential Screening}

\section{Two logarithms that nearly coincide}

A carrier of energy $77.6$ meV moves among singly charged ions of density $10^{17}$ cm$^{-3}$. Cutting off the Coulomb collisions at half the ion spacing gives a rate proportional to a logarithm equal to $4.91$. Screening the Coulomb potential exponentially and using the Born approximation gives $4.86$. The closeness is surprising, because one cutoff comes from the positions of the ions and the other from the response of the free carriers. It is also local: at one third of this energy the values are $2.77$ and $3.77$, and at $10/3$ of it they are $7.31$ and $6.06$.

The model has carriers with an isotropic parabolic band of mass $m$, so that $E=mv^2/2=\hbar^2k^2/(2m)$. Fixed ions of charge magnitude $Zq_e$ and density $N$ lie in a medium of permittivity $\varepsilon$; $q_e>0$ is the elementary charge. Collisions are elastic, and each ion acts independently. Define
\begin{equation}
C=\frac{Zq_e^2}{4\pi\varepsilon},\qquad
b_0=\frac{C}{2E}=\frac{C}{mv^2},\qquad \eta=kb_0=\frac{C}{\hbar v}.
\label{defs}
\end{equation}
The bare potential energy is $sC/r$, with $s=+1$ for repulsion and $s=-1$ for attraction.

\section{The rate with a maximum impact parameter}

\subsection{Deflection by one ion}

Let $b$ be the impact parameter. Angular momentum conservation gives $\dot\phi=vb/r^2$, and energy conservation gives
\begin{equation}
\dot r^2=v^2\left(1-\frac{b^2}{r^2}-\frac{2sb_0}{r}\right),
\end{equation}
since $C/E=2b_0$. With $w=1/r$, one has $|\dot w|=w^2|\dot r|$ and $\dot\phi=vbw^2$. The angle swept between infinity and closest approach is therefore
\begin{equation}
\Phi=\int_0^{w_{\max}}\frac{b\,dw}{\sqrt{1-b^2w^2-2sb_0w}}.
\end{equation}
Complete the square by setting $y=bw+sb_0/b$ and $D^2=1+b_0^2/b^2$. The radicand becomes $D^2-y^2$, which vanishes at closest approach, so
\begin{align}
\Phi&=\int_{sb_0/b}^{D}\frac{dy}{\sqrt{D^2-y^2}}
=\frac{\pi}{2}-\arcsin\frac{sb_0}{bD}\nonumber\\
&=\frac{\pi}{2}-s\arctan\frac{b_0}{b}.
\end{align}
The last step uses $bD=\sqrt{b^2+b_0^2}$. The outgoing half of the orbit sweeps the same angle. The signed deflection is $\pi-2\Phi=2s\arctan(b_0/b)$, and its magnitude $\theta$ obeys
\begin{equation}
\tan\frac{\theta}{2}=\frac{b_0}{b}.
\label{orbit}
\end{equation}
Attraction and repulsion turn the carrier to opposite sides by equal angles. At $b=b_0$ the deflection is $90^\circ$.

\subsection{Loss of momentum and the cutoff}

An elastic collision leaves a fraction $\cos\theta$ of the momentum along the original direction. The transverse part averages to zero over the azimuth. The fractional loss is thus
\begin{equation}
1-\cos\theta=2\sin^2\frac{\theta}{2}
=\frac{2\tan^2(\theta/2)}{1+\tan^2(\theta/2)}
=\frac{2b_0^2}{b^2+b_0^2}.
\label{loss}
\end{equation}
Collisions with impact parameter between $b$ and $b+db$ occur at the rate $Nv\,2\pi b\,db$. At large $b$ the loss falls as $b^{-2}$ while the area grows as $b\,db$, so the integral diverges logarithmically. The Conwell-Weisskopf assumption assigns each carrier to its nearest ion and stops at half the typical spacing:
\begin{equation}
b_m=\tfrac12N^{-1/3}.
\label{bm}
\end{equation}
The momentum relaxation rate follows:
\begin{align}
\frac1{\tau}&=Nv\int_0^{b_m}\frac{2b_0^2}{b^2+b_0^2}\,2\pi b\,db
=2\pi Nvb_0^2\int_0^{b_m}\frac{2b\,db}{b^2+b_0^2}\nonumber\\
&=2\pi Nvb_0^2\Lambda_{\rm CW},\qquad
\Lambda_{\rm CW}=\ln\left(1+\frac{b_m^2}{b_0^2}\right).
\label{cw}
\end{align}
To display the energy dependence, insert $v=\sqrt{2E/m}$ and $b_0=C/(2E)$:
\begin{equation}
vb_0^2=\sqrt{\frac{2E}{m}}\,\frac{C^2}{4E^2}
=\frac{C^2}{2\sqrt{2m}\,E^{3/2}},\qquad
\frac1\tau=\frac{\pi NC^2\Lambda_{\rm CW}}{\sqrt{2m}\,E^{3/2}}.
\label{energy}
\end{equation}

For $b_m\gg b_0$, $\Lambda_{\rm CW}\simeq2\ln(b_m/b_0)$. Multiplying the cutoff by $f$ then adds $2\ln f$. The factor $1/2$ in (\ref{bm}) is an estimate, so this shift measures a real uncertainty of the model. In the opposite limit, $\Lambda_{\rm CW}\simeq b_m^2/b_0^2$ and $1/\tau\simeq2\pi Nvb_m^2$: every carrier entering the disc of area $\pi b_m^2$ is turned back and loses twice its momentum. But then $C/b_m>2E$, so the magnitude of an ion's potential energy at the boundary with its neighbour exceeds the kinetic energy. The picture of isolated collisions has failed there, although the formula remains finite.

\subsection{The cutoff as an angle}

Let $u=\sin^2(\theta/2)$. Equation (\ref{loss}) gives $u=b_0^2/(b^2+b_0^2)$, or $b^2=b_0^2(1/u-1)$. The area element is $\pi|d(b^2)|=\pi b_0^2du/u^2$, which is the Rutherford cross section in the variable $u$. Weighting it by $1-\cos\theta=2u$ gives
\begin{equation}
\Lambda_{\rm CW}=\int_{u_m}^{1}\frac{du}{u}=-2\ln\sin\frac{\theta_m}{2},
\qquad \tan\frac{\theta_m}{2}=\frac{b_0}{b_m}.
\label{angle}
\end{equation}
The maximum impact parameter thus removes all deflections smaller than $\theta_m$.

\section{The rate with exponential screening}

\subsection{Origin and range of the potential}

Mobile carriers of charge $Q=\pm q_e$ and mean density $n$ respond to the electrostatic potential $\varphi$ of an ion. If they are nondegenerate and $|Q\varphi|\ll k_BT$, their density is $n\exp(-Q\varphi/k_BT)\simeq n(1-Q\varphi/k_BT)$. The mean charge is neutralized by the background, leaving the induced charge density $-nq_e^2\varphi/k_BT$. Away from the ion, Poisson's equation becomes
\begin{equation}
\nabla^2\varphi=\frac{\varphi}{L^2},\qquad L^2=\frac{\varepsilon k_BT}{nq_e^2}.
\label{debye}
\end{equation}
Its decaying spherical solution is proportional to $e^{-r/L}/r$. Matching the bare ion at small $r$ gives the potential energy $V(r)=sCe^{-r/L}/r$. Linearization fails close to the ion, so this is a model potential there. The region is not negligible: in the numerical case below, $|V|$ reaches $k_BT$ at $r=4.0$ nm, a third of $L$. Treating the carriers as a continuous charge also assumes many of them within a distance $L$ of the ion; in that case $4\pi nL^3/3$ is only $0.72$, so the static screened potential is marginal there on this count as well.

\subsection{Born rate}

For a momentum transfer $\hbar q$, with $q=2k\sin(\theta/2)$, the angular integration of the Fourier transform gives
\begin{equation}
V_q=\frac{4\pi sC}{q}\int_0^\infty\sin(qr)e^{-r/L}dr
=\frac{4\pi sC}{q^2+L^{-2}}.
\label{fourier}
\end{equation}
For randomly placed ions, scattered intensities add. The golden rule, weighted by momentum loss, is
\begin{equation}
\frac1\tau=N\frac{2\pi}{\hbar}\int\frac{d^3k'}{(2\pi)^3}
|V_q|^2\delta(E'-E)(1-\cos\theta).
\label{golden}
\end{equation}
Here $\int k'^2dk'\,\delta(E'-E)=mk/\hbar^2$. Since $\cos\theta=1-2u$, the solid angle element integrated over azimuth is $4\pi\,du$. With $\gamma=2kL$, $q^2+L^{-2}=4k^2(u+\gamma^{-2})$, and therefore
\begin{align}
\frac1\tau&=N\frac{mk}{4\pi^2\hbar^3}
\int_0^1\frac{\pi^2C^2}{k^4(u+\gamma^{-2})^2}\,(2u)\,4\pi\,du\nonumber\\
&=2\pi N\frac{mC^2}{\hbar^3k^3}
\int_0^1\frac{u\,du}{(u+\gamma^{-2})^2}.
\label{bornintegral}
\end{align}
Because $vb_0^2=C^2/(m^2v^3)=mC^2/(\hbar^3k^3)$, the prefactor is the one in (\ref{cw}). To evaluate the remaining integral, write $u=(u+\gamma^{-2})-\gamma^{-2}$ in the numerator:
\begin{align}
\Lambda_{\rm BH}&=\left[\ln(u+\gamma^{-2})+\frac{\gamma^{-2}}{u+\gamma^{-2}}\right]_0^1
\nonumber\\
&=\ln(1+\gamma^2)-\frac{\gamma^2}{1+\gamma^2}.
\label{bh}
\end{align}
This is the Brooks-Herring logarithm. Removing screening makes the integrand in (\ref{bornintegral}) equal to $1/u$, as in (\ref{angle}): the Born and classical Coulomb cross sections agree. The two models differ in how they suppress small angles.

For $\gamma\gg1$, $\Lambda_{\rm BH}\simeq2\ln\gamma-1$. For $\gamma\ll1$, put $g=\gamma^2$ and expand $\ln(1+g)-g/(1+g)=(g-g^2/2)-(g-g^2)+\cdots$, so $\Lambda_{\rm BH}\simeq\gamma^4/2$. The second limit describes a wave too long to resolve the potential. Born scattering there also requires a weak potential, $mCL/\hbar^2=\eta kL\ll1$, a condition that does not improve as the energy falls.

\section{Comparison of the logarithms}

\subsection{Equivalent angles and the crossing}

Any value of $\Lambda_{\rm BH}$ can be reproduced by a sharp angular cutoff $\theta_c$ through $\Lambda_{\rm BH}=-2\ln\sin(\theta_c/2)$. At large $\gamma$ this gives
\begin{equation}
\sin\frac{\theta_c}{2}\simeq\frac{\sqrt{\mathrm e}}{\gamma},
\label{thetac}
\end{equation}
where $\mathrm e$ is Euler's number. The factor $\sqrt{\mathrm e}$ comes from the term $-1$: exponential screening weakens angles somewhat above $1/(kL)$ as well as those below it.

When both logarithms are large, they agree if $b_m/b_0=\gamma/\sqrt{\mathrm e}$. Inserting the definitions,
\begin{equation}
\frac{2Eb_m}{C}=\frac{2L\sqrt{2mE}}{\sqrt{\mathrm e}\,\hbar}
\quad\Longrightarrow\quad
E_\times=\frac{2mC^2L^2}{\mathrm e\hbar^2b_m^2}.
\label{crossing}
\end{equation}
For $n=N$, (\ref{debye}) gives $L^2=Zk_BT/(4\pi CN)$, while $b_m^2=N^{-2/3}/4$. Hence
\begin{equation}
\frac{E_\times}{k_BT}=\frac{2Z}{\pi\mathrm e}\,\frac{N^{-1/3}}{a},
\qquad a=\frac{\hbar^2}{mC}.
\label{ratio}
\end{equation}
The temperature has cancelled. In this regime the crossing, in units of $k_BT$, depends, for given $Z$, only on the ion spacing measured in effective Bohr radii $a$, and so varies with density as $N^{-1/3}$. At higher density or lower temperature, where the logarithms are not large, the crossing of the full expressions falls below (\ref{ratio}) and does depend on $T$. Agreement near thermal energies follows from that ratio having a suitable value, not from an equivalence of the two cutoffs.

\subsection{Energy, density and compensation}

Differentiating (\ref{cw}) with $b_m/b_0\propto E$, and (\ref{bh}) with $g=\gamma^2\propto E$, gives
\begin{align}
\frac{d\Lambda_{\rm CW}}{d\ln E}&=\frac{2b_m^2}{b_m^2+b_0^2}\to2,\\
\frac{d\Lambda_{\rm BH}}{d\ln E}
&=g\left[\frac1{1+g}-\frac1{(1+g)^2}\right]
=\left(\frac{g}{1+g}\right)^2\to1.
\label{slopes}
\end{align}
The limits are those of high energy. A classical deflection at fixed $b$ decreases as $1/E$, whereas the angular resolution of a wave over a fixed length decreases as $1/k\propto E^{-1/2}$.

At fixed energy and $n=N$, $b_m^2\propto N^{-2/3}$ and $L^2\propto N^{-1}$. The slopes in $\ln N$ therefore tend to $-2/3$ and $-1$ in the dilute limit. Compensation acts on only one of the two logarithms. If $n$ is lowered at fixed $N$, $L$ grows and $\Lambda_{\rm BH}$ rises without bound, while $\Lambda_{\rm CW}$ does not change. This assumes screening by free carriers alone; in compensated material with incompletely ionized dopants, the redistribution of bound carriers among dopant sites also screens, and $n$ in (\ref{debye}) then underestimates the screening charge. Where $\Lambda_{\rm BH}$ is already the larger, the models move apart; where it is the smaller, they first approach each other and then separate. Once $L$ greatly exceeds the ion spacing, many ions act at once on the carrier, and the independent-ion sum in (\ref{golden}) needs separate justification.

\subsection{When is either description justified?}

A wave packet localized to a width of order $b$ has an angular spread of order $1/(kb)$. The small-angle classical deflection is $2b_0/b$. The ratio of the deflection to the spread is of order $2\eta$ for every such $b$, so trajectories are meaningful for $\eta\gg1$. The Born treatment of a long-ranged screened potential, $kL\gg1$, instead calls for $\eta\ll1$.

Between these limits the screened potential can be treated through its phase shifts $\delta_l$. With $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l P_l(\cos\theta)$, orthogonality of the $P_l$ and the recurrence $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$ give
\begin{align}
\sigma_{\rm tr}&=\int|f|^2(1-\cos\theta)\,d\Omega\nonumber\\
&=\frac{4\pi}{k^2}\sum_l(l+1)\bigl[\sin^2\delta_l+\sin^2\delta_{l+1}\nonumber\\
&\qquad-2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\bigr].
\end{align}
The first two terms are $\sum_l(2l+1)\sin^2\delta_l$ rearranged. The bracket equals $\sin^2(\delta_l-\delta_{l+1})$. Division by $2\pi b_0^2$ defines the logarithm without the Born approximation:
\begin{equation}
\Lambda_{\rm PW}=\frac{2}{\eta^2}\sum_{l=0}^{\infty}(l+1)
\sin^2(\delta_l-\delta_{l+1}).
\label{pw}
\end{equation}
It still describes one ion with a prescribed static potential.

\section{A numerical case}

Take $m=0.30$ free-electron masses, relative permittivity $10$, $Z=1$, $N=n=10^{17}$ cm$^{-3}$ and $T=300$ K. These are round model parameters. Here $N$ counts ions, not dopants: a hydrogenic level with this mass and permittivity would lie about $41$ meV deep, so some dopants could remain neutral at $300$ K, and their scattering is left out. The carrier density is $0.024$ of the effective density of band states, so nondegenerate statistics are appropriate.

At $E=3k_BT=77.56$ meV, with $C=144.0$ meV nm,
\begin{equation}
b_0=\frac{144.0}{2(77.56)}\ {\rm nm}=0.928\ {\rm nm},\qquad
\frac{b_m}{b_0}=\frac{10.77}{0.928}=11.6.
\end{equation}
The screening length is $L=11.95$ nm and $k=0.7815$ nm$^{-1}$, so $\gamma=18.68$. The logarithms are
\begin{align}
\Lambda_{\rm CW}&=\ln(1+11.604^2)=4.91,\\
\Lambda_{\rm BH}&=\ln(1+18.68^2)-0.997=4.86.
\end{align}
With $v=3.016\times10^5$ m/s, the common factor $2\pi Nvb_0^2$ is $1.633\times10^{11}$ s$^{-1}$. The rates are $8.02\times10^{11}$ and $7.94\times10^{11}$ s$^{-1}$. The equivalent cutoff angles, $9.85^\circ$ and $10.10^\circ$, show the same agreement. The full logarithms cross at $73.8$ meV, or $2.85k_BT$; the estimate (\ref{crossing}) gives $73.9$ meV.

Doubling $b_m$ raises $\Lambda_{\rm CW}$ from $4.91$ to $6.29$, a $28\%$ increase in the rate. This is far larger than the $1\%$ difference between the models at $3k_BT$. Reducing $n$ a hundredfold at fixed $N$ raises $\Lambda_{\rm BH}$ to $9.46$, close to the expected addition of $\ln100=4.61$. The screening length is then about $120$ nm, well beyond the ion spacing of $21.5$ nm.

The phase shifts give a stricter view of the Born result:
\begin{center}
\begin{tabular}{cccccc}
$E/k_BT$ & $\eta$ & $\Lambda_{\rm CW}$ & $\Lambda_{\rm BH}$ & $\Lambda_{\rm PW}^{\rm rep}$ & $\Lambda_{\rm PW}^{\rm att}$\\
1 & 1.26 & 2.77 & 3.77 & 1.97 & 3.10\\
3 & 0.73 & 4.91 & 4.86 & 3.68 & 4.53\\
10 & 0.40 & 7.31 & 6.06 & 5.53 & 5.96
\end{tabular}
\end{center}
At $3k_BT$ the Born value exceeds the phase-shift value by $32\%$ for repulsion and $7\%$ for attraction. The near equality of CW and BH therefore does not establish the accuracy of either. At $10k_BT$ the Born excesses fall to $10\%$ and $2\%$. In a separate weak-coupling test, with $\eta=0.02$ and $kL=5$, the mean over the two signs is $3.624$ against the Born value $3.625$.

Both signs lie below Born at these three energies, so the discrepancy is not just a correction that reverses with the sign of the ion charge.

\section{Thermal average and mobility}

In a weak field $F$, the relaxation-time Boltzmann equation gives the change $f_1=\tau QFv_zf_0/(k_BT)$ of the distribution, because $\partial f_0/\partial E=-f_0/(k_BT)$. Form the current from $Qv_zf_1$, replace $v_z^2$ by its angular average $2E/(3m)$, and use a density of states proportional to $\sqrt E$. With $x=E/(k_BT)$ and $\int_0^\infty x^{3/2}e^{-x}dx=\frac32\int_0^\infty x^{1/2}e^{-x}dx$,
\begin{equation}
\mu=\frac{q_e}{m}
\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}.
\label{mobility}
\end{equation}
If $\Lambda$ is held constant, (\ref{energy}) gives $\tau\propto x^{3/2}$. The numerator contains $x^3e^{-x}$, whose maximum is at $x=3$; this is the reason for evaluating $\Lambda$ there. The integrals are $\Gamma(4)=6$ and $\Gamma(5/2)=3\sqrt\pi/4$, with ratio $8/\sqrt\pi$. Thus
\begin{align}
\mu&=\frac{q_e}{m}\frac{8}{\sqrt\pi}
\frac{\sqrt{2m}(k_BT)^{3/2}}{\pi NC^2\Lambda}\nonumber\\
&=\frac{128\sqrt{2\pi}\,\varepsilon^2(k_BT)^{3/2}}
{\sqrt m\,Z^2q_e^3N\Lambda}.
\label{frozen}
\end{align}
The second line uses $C^2=Z^2q_e^4/(16\pi^2\varepsilon^2)$. Faster carriers are deflected less, which gives the factor $T^{3/2}$; at fixed densities both logarithms grow with $T$, so the mobility rises more slowly than this. In the example below the local exponent at $300$ K is about $1.1$ in both models.

For the example, (\ref{frozen}) gives $6350$ cm$^2$/(V s) with the CW logarithm and $6420$ cm$^2$/(V s) with BH. Restoring the energy dependence inside the average gives about $6300$ and $6290$ cm$^2$/(V s). Freezing the logarithm therefore overestimates the mobility by about $1\%$ and $2\%$, relative to the full average within each model. The differences between the models partly cancel in the average, because CW gives the longer $\tau$ below the crossing and the shorter one above it, and the crossing lies near the peak of the integrand. How nearly they cancel depends on the parameters chosen.

These are impurity-limited mobilities. Phonons, carrier-carrier collisions, band anisotropy and interference between ions are absent, and the phase-shift comparison shows that the single-ion rate itself carries a larger uncertainty than the difference between the two averages. The full values are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
mass / free-electron mass = 0.30
relative permittivity = 10.0
ion charge number Z = 1
ion density N = carrier density n = 1.00e+17 cm^-3
temperature = 300.0 K; kT = 25.852 meV
n / band effective density = 0.0243
C = 0.14400 eV nm
cutoff bm = 10.772 nm
screening length L = 11.953 nm
E = 3kT = 77.556 meV
speed at 3kT = 3.0156e+05 m/s
wave number at 3kT = 0.7815 nm^-1
b0 at 3kT = 0.9283 nm
bm/b0 at 3kT = 11.604
gamma = 2kL at 3kT = 18.681
CW minimum angle at 3kT = 9.851 deg
BH equivalent angle at 3kT = 10.098 deg
BH asymptotic angle at 3kT = 10.127 deg
CW rate at 3kT = 8.0177e+11 s^-1
CW rate from orbits = 8.0177e+11 s^-1
BH rate at 3kT = 7.9372e+11 s^-1
BH rate from golden rule = 7.9372e+11 s^-1
Logarithms (PW = partial waves; rep/att = repulsive/attractive)
E/kT=1: eta=1.257, CW=2.770, BH=3.773, PW rep=1.970, PW att=3.100
E/kT=3: eta=0.725, CW=4.910, BH=4.861, PW rep=3.677, PW att=4.531
E/kT=10: eta=0.397, CW=7.311, BH=6.061, PW rep=5.531, PW att=5.962
weak-coupling test: PW mean = 3.6244, Born = 3.6250
crossing energy = 73.790 meV = 2.854 kT
asymptotic crossing energy = 73.949 meV
high-energy slopes in ln E: CW=2.0000, BH=1.0000
dilute slopes in ln N: CW=-0.6667, BH=-1.0000
BH log at 3kT with n=N/100 = 9.460
CW log at 3kT with bm doubled = 6.291
mobility integrand peak for constant log = 3.000 kT
CW mobility, frozen log = 6351.6 cm^2/(V s)
CW mobility, full average = 6297.6 cm^2/(V s)
BH mobility, frozen log = 6416.0 cm^2/(V s)
BH mobility, full average = 6291.0 cm^2/(V s)
\end{verbatim}
